# Reduced-mass dependence of the electron's radiative shift in hydrogen-like atoms, part 2

An electron (mass $m$, charge $-e$) is bound to a spinless point nucleus (mass $M$, charge $Ze$). We seek its one-loop self-energy plus electron-loop vacuum polarization at order $\alpha(Z\alpha)^4$, for any $m/M$: the powers of $m_r/m$ carried by the anomalous moment, the complete shift of level $(n,l,j)$, and values for 1S, 2S, 2P$_{1/2}$, 2P$_{3/2}$ with $Z=1$, $M=10\,m$.

Units are $\hbar=c=1$, $\alpha=e^2/4\pi$; the metric is $(+,-,-,-)$. Here $m_r=mM/(m+M)$, $\gamma=m_rZ\alpha$, $H=\mathbf p^2/2m_r+V$, $V=-Z\alpha/r$, $\mathbf L=\mathbf r\times\mathbf p$, $\mathbf s=\boldsymbol\sigma/2$.

The free-electron vertex is $\Gamma^\mu=\gamma^\mu F_1+i\sigma^{\mu\nu}q_\nu F_2/2m$, with $\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu]$, $q=p'-p$, $t=q_\mu q^\mu$ and

$$F_2(t)=\frac{\alpha}{2\pi}\int_3\frac{2m^2z(1-z)}{D}.$$

Here $\int_3=\int_0^1dx\,dy\,dz\,\delta(1-x-y-z)$, $D=m^2(1-z)^2+\lambda^2z-t\,xy$, $\lambda$ is the photon mass, and $u=1-z$ in integrals.

Vacuum polarization multiplies the momentum-space Coulomb potential by $1+\dfrac{2\alpha}{\pi}\displaystyle\int_0^1dx\,x(1-x)\ln\left[1+x(1-x)\frac{\mathbf q^2}{m^2}\right]$.

Section 1:

$$|\psi(0)|^2=\frac{\gamma^3}{\pi n^3}\,\delta_{l0},\qquad \langle r^{-3}\rangle=\frac{\gamma^3}{n^3\,l(l+\frac12)(l+1)}\quad(l>0).$$

Section 2 (photon momenta $k<\Lambda$, with $m_r(Z\alpha)^2\ll\Lambda\ll mZ\alpha$):

$$\Delta E_L=\frac{4\alpha}{3\pi}\frac{(Z\alpha)^4m_r^3}{m^2n^3}\left\{\delta_{l0}\ln\frac{2\Lambda}{m_r(Z\alpha)^2}-\ln k_0(n,l)\right\}.$$

The Bethe logarithm $\ln k_0(n,l)$ is a pure number, independent of $m$, $M$, $Z$ and $j$. In its derivation $\Lambda+\Delta$ was replaced by $\Lambda$, where $\Delta$ is an excitation energy. Of the couplings $1/m^2+2Z/mM+Z^2/M^2$ only the first was kept; the others are transverse-photon exchange and the nuclear self-energy.

Section 3 ($k>\Lambda$), from the slope of $F_1$ with its soft-photon part removed:

$$\Delta E_{F_1}=\frac{4\alpha}{3\pi}\frac{(Z\alpha)^4m_r^3}{m^2n^3}\,\delta_{l0}\left(\ln\frac m{2\Lambda}+\frac{11}{24}\right).$$

Section 4:

$$\ln\frac m{2\Lambda}+\ln\frac{2\Lambda}{m_r(Z\alpha)^2}=\ln\frac{m}{m_r(Z\alpha)^2}=\ln(Z\alpha)^{-2}+\ln\frac m{m_r}.$$

### 5. The anomalous moment with a moving nucleus

At $t=0$, $\lambda=0$, $F_2=(\alpha/2\pi)\int_0^1du\,u\cdot2(1-u)u/u^2=\alpha/2\pi\equiv a$. The integral has no infrared divergence, so no soft part has to be removed.

One-photon exchange between charges $-e$ and $Ze$ in Feynman gauge, with $q_0=0$, is the potential

$$V(\mathbf p',\mathbf p)=-\frac{4\pi Z\alpha}{\mathbf q^2}\,j_e^\mu J_{N\mu},\qquad j_e^\mu=\bar u(p')\Gamma^\mu u(p),$$

with $u^\dagger u=1$; for two static charges it reduces to the transform of $-Z\alpha/r$. A spinless nucleus with momenta $-\mathbf p,-\mathbf p'$ has $J_N^\mu=(P+P')^\mu/2E_N=(1,-(\mathbf p+\mathbf p')/2M)$ to leading order, so

$$j_e\cdot J_N=j_e^0+\mathbf j_e\cdot\frac{\mathbf p+\mathbf p'}{2M}.$$

The $F_2$ current is conserved identically, since $q_\mu\sigma^{\mu\nu}q_\nu=0$, so its contribution does not depend on the gauge. In the Dirac representation $u=(1-\mathbf p^2/8m^2)(\chi,\ \boldsymbol\sigma\cdot\mathbf p\,\chi/2m)$, and $\boldsymbol\gamma$ has $\boldsymbol\sigma$ in the upper right block and $-\boldsymbol\sigma$ in the lower left block.

For the time component, $\sigma^{0j}=i\gamma^0\gamma^j$ and $q_j=-q^j$ give $i\sigma^{0j}q_j=\gamma^0\boldsymbol\gamma\cdot\mathbf q$, and $\bar u'\gamma^0=u'^\dagger$. Between the two-spinors,

$$u'^\dagger\boldsymbol\gamma\cdot\mathbf q\,u=\frac{1}{2m}\left[\boldsymbol\sigma\cdot\mathbf q\,\boldsymbol\sigma\cdot\mathbf p-\boldsymbol\sigma\cdot\mathbf p'\,\boldsymbol\sigma\cdot\mathbf q\right]=\frac1{2m}\left[-\mathbf q^2+2i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)\right],$$

where $\boldsymbol\sigma\cdot\mathbf a\,\boldsymbol\sigma\cdot\mathbf b=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$, $\mathbf q\cdot(\mathbf p-\mathbf p')=-\mathbf q^2$ and $\mathbf p'\times\mathbf q=-\mathbf q\times\mathbf p$ were used. The vertex supplies a further $a/2m$.

For the spatial components, $\sigma^{ij}=\epsilon^{ijk}\Sigma^k$ with $\Sigma={\rm diag}(\boldsymbol\sigma,\boldsymbol\sigma)$, so $i\sigma^{ij}q_j=-i\epsilon^{ijk}q^j\Sigma^k=i(\boldsymbol\Sigma\times\mathbf q)^i$, and the upper components give $\mathbf j_e=ia\,\boldsymbol\sigma\times\mathbf q/2m$. Since $(\boldsymbol\sigma\times\mathbf q)\cdot(\mathbf p+\mathbf p')=\boldsymbol\sigma\cdot[\mathbf q\times(\mathbf p+\mathbf p')]=2\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)$,

$$(j_e\cdot J_N)_{F_2}=a\left[-\frac{\mathbf q^2}{4m^2}+i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)\left(\frac1{2m^2}+\frac1{2mM}\right)\right].$$

The bracket in the spin term is $\frac1{2m}(\frac1m+\frac1M)=1/2mm_r$. To return to position space, use $\langle\mathbf p'|f|\mathbf p\rangle=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}f$, under which $1/r\to4\pi/\mathbf q^2$ and $\mathbf r/r^3=-\nabla(1/r)\to-4\pi i\,\mathbf q/\mathbf q^2$. Then $\mathbf s\cdot\mathbf L/r^3=\mathbf s\cdot[(\mathbf r/r^3)\times\mathbf p]\to-4\pi i\,\mathbf s\cdot(\mathbf q\times\mathbf p)/\mathbf q^2$. A term $\tfrac c2\,i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)=c\,i\,\mathbf s\cdot(\mathbf q\times\mathbf p)$ in $j_e\cdot J_N$ therefore corresponds to $cZ\alpha\,\mathbf L\cdot\mathbf s/r^3$, and the term $-a\mathbf q^2/4m^2$ gives the constant $+\pi aZ\alpha/m^2$, a contact potential:

$$\delta H_a=\frac{\pi aZ\alpha}{m^2}\,\delta^3(\mathbf r)+\frac{aZ\alpha}{m\,m_r}\frac{\mathbf L\cdot\mathbf s}{r^3}.$$

The spin-orbit term has a classical reading. The extra moment is $\boldsymbol\mu_a=-(ae/m)\mathbf s$, which gives one factor $1/m$. In the electron rest frame the nuclear field $\mathbf E=Ze\,\mathbf r/4\pi r^3$ is accompanied by $\mathbf B=-\mathbf v_{\rm rel}\times\mathbf E$, where $\mathbf v_{\rm rel}=\mathbf p/m+\mathbf p/M=\mathbf p/m_r$. Then $-\boldsymbol\mu_a\cdot\mathbf B=(aZ\alpha/m)\,\mathbf s\cdot(\mathbf r\times\mathbf v_{\rm rel})/r^3$, which is the term above. The factor $1/m_r$ from the relative velocity cancels one of the three powers of $m_r$ in $\langle r^{-3}\rangle$. The contact term contains no velocity, and the magnetic field of the moving nucleus produces only the structure $\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)$, so the contact coefficient keeps $1/m^2$. Evaluation with explicit Dirac spinors confirms both: in units of $1/m^2$ the $F_2$ spin-orbit coefficient is $1.00000$, $1.00050$, $1.10000$, $2.00000$ for $M/m=\infty$, $2000$, $10$, $1$, equal to $m/m_r$, while the contact coefficient stays $0.25000$.

The expectation value of the contact term is

$$\frac{\pi aZ\alpha}{m^2}\frac{\gamma^3}{\pi n^3}\delta_{l0}=\frac\alpha\pi\frac{(Z\alpha)^4m}{n^3}\left(\frac{m_r}m\right)^3\frac12\,\delta_{l0}.$$

In S states the anomalous moment thus scales as the cube, and its $\tfrac12$ combines with section 3 as $\tfrac43\cdot\tfrac{11}{24}+\tfrac12=\tfrac{11}{18}+\tfrac9{18}=\tfrac{10}9$.

For $l>0$, $Z\alpha\gamma^3/mm_r=(Z\alpha)^4m_r^2/m=(Z\alpha)^4m\,(m_r/m)^2$. From $\mathbf L\cdot\mathbf s=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$ the eigenvalue is $l/2$ for $j=l+\tfrac12$ and $-(l+1)/2$ for $j=l-\tfrac12$. Dividing by $l(l+\tfrac12)(l+1)$ gives $1/[(2l+1)(l+1)]$ and $-1/[(2l+1)l]$. With $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, both equal $-1/[\kappa(2l+1)]$, and with $a=\alpha/2\pi$

$$\Delta E_{so}=-\frac\alpha\pi\frac{(Z\alpha)^4m}{n^3}\left(\frac{m_r}m\right)^2\frac1{2\kappa(2l+1)}\qquad(l>0).$$

### 6. Vacuum polarization

Expanding the logarithm for $\mathbf q^2\sim\gamma^2\ll m^2$ and using $\int_0^1x^2(1-x)^2dx=\tfrac1{30}$, the factor is $1+(\alpha/15\pi)\mathbf q^2/m^2$. Multiplying $-4\pi Z\alpha/\mathbf q^2$ gives $\delta V=-(4\alpha Z\alpha/15m^2)\,\delta^3(\mathbf r)$, and the shift is $-\tfrac4{15}(\alpha/\pi)(Z\alpha)^4(m/n^3)(m_r/m)^3\delta_{l0}$. The two inverse powers of mass belong here to the particle in the loop. If the bound lepton were so heavy that $\gamma$ approached the electron mass, the expansion in $\mathbf q^2$ would fail and this term would no longer be a contact term with a simple power of $m_r$.

### 7. The complete shift

$$\Delta E=\frac\alpha\pi\frac{(Z\alpha)^4m}{n^3}\left\{\left(\frac{m_r}m\right)^3\left[\delta_{l0}\left(\frac43\ln\frac m{m_r(Z\alpha)^2}+\frac{10}9-\frac4{15}\right)-\frac43\ln k_0(n,l)\right]-\left(\frac{m_r}m\right)^2\frac{1-\delta_{l0}}{2\kappa(2l+1)}\right\}.$$

No expansion in $m/M$ was made, so the mass dependence is exact at order $\alpha(Z\alpha)^4$ for this class of contributions. As $M\to\infty$ all mass factors become one and the fixed-centre formula remains. A level with $l>0$ is a mixture of a cubic and a quadratic term and has no single power; the difference between its two $j$ values is purely quadratic, since $\ln k_0$ cancels.

The formula omits terms of relative order $Z\alpha$, so it fails for highly charged ions. It omits nuclear size and nuclear spin. It omits the terms $2Z/mM$ and $Z^2/M^2$ of section 2, whose couplings are $2Zm/M$ and $Z^2m^2/M^2$ relative to the one kept. For $Z=1$ the first of these is of the same order in $m/M$ as the correction $1-(m_r/m)^3\approx3m/M$, so the formula is the mass dependence of the electron-line and vacuum-polarization terms and not the whole recoil correction to the Lamb shift.

The numerical check assembles the shift from numerical form-factor slopes, spinor amplitudes and a resolvent of $H$ on a grid fixed in units of $1/m$. It asserts agreement with the formula within $5\times10^{-5}$ of the unit $(\alpha/\pi)(Z\alpha)^4m/n^3$ for the four mass ratios (with $10^{12}$ standing for $\infty$) and two cutoffs ($\Lambda=10^{-3}m$ and $10^{-4}m$; the low-energy part enters in its $\ln\Lambda$ form, so the cutoffs test the cancellation of $\ln\Lambda$ and not the replacement of $\Lambda+\Delta$ by $\Lambda$), and it asserts that dropping $\ln(m/m_r)$ or using the cube in the spin-orbit term breaks the agreement for $M/m=10$ and $1$. The 1S Bethe logarithm is obtained separately from oscillator strengths; the 2S and 2P values come from the resolvent alone and are tested for independence of $M$.

### 8. Numbers for $Z=1$, $M=10\,m$

The nuclear mass is a round model value. With $1/\alpha=137.035999$ and $mc^2/h=1.235590\times10^{14}$ MHz, the unit $(\alpha/\pi)(Z\alpha)^4m$ is $813.8627$ MHz, or $101.7328$ MHz after division by $n^3=8$, and $\ln(Z\alpha)^{-2}=9.840487$. The Bethe logarithms are $2.98413$ (1S), $2.81177$ (2S) and $-0.03002$ (2P), the same to these digits for all four mass ratios. The mass factors are $m_r/m=0.909091$, $(m_r/m)^2=0.826446$, $(m_r/m)^3=0.751315$ and $\ln(m/m_r)=0.095310$. Also $\tfrac{10}9-\tfrac4{15}=\tfrac{38}{45}$.

For 1S the square bracket is $\tfrac43(9.840487+0.095310-2.98413)+\tfrac{38}{45}=10.1133$, and the shift is $813.8627\times0.751315\times10.1133=6184.0$ MHz. The term $\ln(m/m_r)$ contributes $813.8627\times0.751315\times\tfrac43\times0.095310=77.7$ MHz of this.

For 2S the bracket is $\tfrac43(9.840487+0.095310-2.81177)+\tfrac{38}{45}=10.3431$, and the shift is $101.7328\times0.751315\times10.3431=790.6$ MHz, of which $9.7$ MHz comes from $\ln(m/m_r)$.

For 2P the Bethe term is $101.7328\times0.751315\times\tfrac43\times0.03002=3.059$ MHz. The spin-orbit coefficient $-1/[2\kappa(2l+1)]$ is $-\tfrac16$ for 2P$_{1/2}$ ($\kappa=1$) and $+\tfrac1{12}$ for 2P$_{3/2}$ ($\kappa=-2$), giving $-101.7328\times0.826446/6=-14.013$ MHz and $+7.006$ MHz. The shifts are $3.059-14.013=-10.954$ MHz and $3.059+7.006=10.065$ MHz.

The radiative part of the interval 2S $-$ 2P$_{1/2}$ is $790.56+10.95=801.5$ MHz, or $3.315$ µeV, against $1052.2$ MHz ($4.352$ µeV) for an infinitely heavy nucleus. The anomalous part of the 2P fine structure is $101.7328\times0.826446/4=21.019$ MHz, against $25.433$ MHz for $M=\infty$; the power of $m_r/m$ extracted from the assembled values of this splitting is $2.0000$. The cube would give $19.108$ MHz, lower by the factor $m_r/m$, a shortfall of 9% of the correct value. The digits display the arithmetic of the formula. They are not a prediction for such an atom. The omitted exchange coupling $2Zm/M$ is $0.2$ at this mass ratio, and for finite $M$ the Breit terms of order $(Z\alpha)^4$, which involve no radiative correction, also separate 2S from 2P$_{1/2}$. For a spinless nucleus they add $-(Z\alpha)^4m_r^3/12M^2$, about $-219$ MHz here, to the interval 2S $-$ 2P$_{1/2}$.

## Variation 1: a heavy nucleus

Expand the S-state shift and the anomalous 2P splitting to first order in $\varepsilon=m/M$, and compare with the full formula for $Z=1$, $M=2000\,m$.

Since $m_r/m=1/(1+\varepsilon)$, to first order $(m_r/m)^3=1-3\varepsilon$, $(m_r/m)^2=1-2\varepsilon$ and $\ln(m/m_r)=\varepsilon$. With $U_n=(\alpha/\pi)(Z\alpha)^4m/n^3$,

$$\Delta E_{nS}(M)-\Delta E_{nS}(\infty)=-3\varepsilon\,\Delta E_{nS}(\infty)+\tfrac43\varepsilon\,U_n .$$

For 1S, $\Delta E(\infty)=8127.44$ MHz and $\varepsilon=1/2000$ give $-12.19+0.54=-11.65$ MHz. The full formula gives $8115.80-8127.44=-11.64$ MHz; the next term of $(1+\varepsilon)^{-3}$, $6\varepsilon^2\times8127.44=0.01$ MHz, accounts for the difference. The logarithmic term opposes the cubic factor and is smaller than it by the ratio $\tfrac43/(3\times9.9863)$, about $1/22$, where $9.9863$ is the 1S bracket at $M=\infty$.

The splitting changes by $-2\varepsilon\times25.4332=-0.0254$ MHz, to $25.4078$ MHz, as the full formula gives. The cube would give $25.3951$ MHz, an error of $\varepsilon=5\times10^{-4}$ relative to the anomalous splitting.

## Variation 2: the spin-orbit term without radiative corrections

Find the mass dependence of the $F_1=1$ (that is, $g=2$) spin-orbit term for a spinless nucleus, and the ratio of the anomalous to the $g=2$ part of the fine structure.

The time component is $u'^\dagger u=1-(\mathbf p^2+\mathbf p'^2)/8m^2+\boldsymbol\sigma\cdot\mathbf p'\,\boldsymbol\sigma\cdot\mathbf p/4m^2=1-\mathbf q^2/8m^2+i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)/4m^2$, using $\mathbf p'\times\mathbf p=\mathbf q\times\mathbf p$. The spatial current is $\bar u'\gamma^iu=(\sigma^i\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p'\sigma^i)/2m=[(\mathbf p+\mathbf p')+i\boldsymbol\sigma\times\mathbf q]^i/2m$, and its spin part contracts with $(\mathbf p+\mathbf p')/2M$ to $i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)/2mM$ as in section 5. The coefficient of $Z\alpha\,\mathbf L\cdot\mathbf s/r^3$ is twice the sum:

$$c_1=\frac1{2m^2}+\frac1{mM}=\frac1{mm_r}-\frac1{2m^2}=\frac1{2m_r^2}-\frac1{2M^2}.$$

The last form uses $1/m_r^2=1/m^2+2/mM+1/M^2$. The spinor evaluation gives $0.50000$, $0.50050$, $0.60000$, $1.50000$ in units of $1/m^2$ for $M/m=\infty$, $2000$, $10$, $1$. The middle form is the rest-frame magnetic energy of section 5 for the Dirac moment, $1/mm_r$, less $1/2m^2$. The subtracted piece is the Thomas precession. Its frequency $\boldsymbol\omega_T=\tfrac12\dot{\mathbf v}_e\times\mathbf v_e$ contains the velocity $\mathbf v_e=\mathbf p/m$ and the acceleration $\dot{\mathbf v}_e=-Z\alpha\,\mathbf r/mr^3$ of the electron itself, so $\mathbf s\cdot\boldsymbol\omega_T=-Z\alpha\,\mathbf L\cdot\mathbf s/2m^2r^3$, whose coefficient depends on $m$ alone and not on the size of the moment. It is therefore absent from the part proportional to $a$, and this is why only the anomalous part collapses to $1/mm_r$.

For 2P, $\langle r^{-3}\rangle=\gamma^3/24$ and $\mathbf L\cdot\mathbf s$ changes by $\tfrac32$ between the two levels, so the splitting is $(Z\alpha)^4m_r^3c_1/16=\frac{(Z\alpha)^4m_r}{32}(1-m_r^2/M^2)$, which is not a pure power of $m_r/m$. Its limit $(Z\alpha)^4m/32$ is tested against the exact Dirac levels within a relative tolerance $2(Z\alpha)^2$, which checks the sign and size of the map from amplitude to potential. Both parts multiply the same operator, so for any $n$ and $l>0$ the ratio of the anomalous to the $g=2$ splitting is

$$\frac{a/mm_r}{c_1}=\frac{2a\,(m_r/m)}{1-m_r^2/M^2}.$$

With $a=\alpha/2\pi=1.1614\times10^{-3}$ it is $a\times1.00000/0.50000=2.323\times10^{-3}$ for $M=\infty$ and $a\times1.10000/0.60000=2.129\times10^{-3}$ for $M=10\,m$.

## Calculated quantities

```
Z = 1, 1/alpha = 137.035999, m c^2/h = 1.235590e+14 MHz
(alpha/pi)(Z alpha)^4 m = 813.8627 MHz; /8 = 101.7328 MHz
ln (Z alpha)^-2 = 9.840487
a = F2(0) = 1.161409e-03; VP slope*(pi m^2/alpha) = 0.066667
lambda = 1e-07 m: F1 slope*(3pi m^2/alpha) - ln(m/lambda) = -0.37500
Lambda = 1e-3 m: soft slope*(3pi m^2/alpha) - ln(2Lambda/lambda) = -0.83333
ln k0(1S): oscillator sum 2.98413, resolvent 2.98413
M/m=inf: ln k0 1S 2.98413, 2S 2.81177, 2P -0.03002
M/m=inf: L.s coeff (1/m^2) F1 0.50000, F2 1.00000; F2 contact 0.25000
M/m=2000: ln k0 1S 2.98413, 2S 2.81177, 2P -0.03002
M/m=2000: L.s coeff (1/m^2) F1 0.50050, F2 1.00050; F2 contact 0.25000
M/m=10: ln k0 1S 2.98413, 2S 2.81177, 2P -0.03002
M/m=10: L.s coeff (1/m^2) F1 0.60000, F2 1.10000; F2 contact 0.25000
M/m=1: ln k0 1S 2.98413, 2S 2.81177, 2P -0.03002
M/m=1: L.s coeff (1/m^2) F1 1.50000, F2 2.00000; F2 contact 0.25000
power of mr/m in anomalous 2P splitting (M/m=10 vs inf) = 2.0000
--- model M/m = inf
mr/m = 1.000000, ^2 = 1.000000, ^3 = 1.000000, ln(m/mr) = 0.000000
1S bracket multiplying (mr/m)^3 = 9.9863
2S bracket multiplying (mr/m)^3 = 10.2161
shift 1S = 8127.44 MHz (assembled 8127.44 MHz)
shift 2S = 1039.31 MHz (assembled 1039.31 MHz)
ln(m/mr) term: 1S 0.000 MHz, 2S 0.000 MHz
2P Bethe term = 4.072 MHz; spin-orbit 2P1/2 -16.955 MHz, 2P3/2 8.478 MHz
shift 2P1/2 = -12.884 MHz, 2P3/2 = 12.549 MHz
2S - 2P1/2 = 1052.19 MHz = 4.3515 micro-eV
2P3/2 - 2P1/2 anomalous = 25.4332 MHz; with cube (wrong) 25.4332 MHz
--- model M/m = 2000
mr/m = 0.999500, ^2 = 0.999001, ^3 = 0.998501, ln(m/mr) = 0.000500
1S bracket multiplying (mr/m)^3 = 9.9869
2S bracket multiplying (mr/m)^3 = 10.2167
shift 1S = 8115.80 MHz (assembled 8115.80 MHz)
shift 2S = 1037.82 MHz (assembled 1037.82 MHz)
ln(m/mr) term: 1S 0.542 MHz, 2S 0.068 MHz
2P Bethe term = 4.065 MHz; spin-orbit 2P1/2 -16.939 MHz, 2P3/2 8.469 MHz
shift 2P1/2 = -12.873 MHz, 2P3/2 = 12.535 MHz
2S - 2P1/2 = 1050.69 MHz = 4.3453 micro-eV
2P3/2 - 2P1/2 anomalous = 25.4078 MHz; with cube (wrong) 25.3951 MHz
--- model M/m = 10
mr/m = 0.909091, ^2 = 0.826446, ^3 = 0.751315, ln(m/mr) = 0.095310
1S bracket multiplying (mr/m)^3 = 10.1133
2S bracket multiplying (mr/m)^3 = 10.3431
shift 1S = 6183.97 MHz (assembled 6183.97 MHz)
shift 2S = 790.56 MHz (assembled 790.56 MHz)
ln(m/mr) term: 1S 77.705 MHz, 2S 9.713 MHz
2P Bethe term = 3.059 MHz; spin-orbit 2P1/2 -14.013 MHz, 2P3/2 7.006 MHz
shift 2P1/2 = -10.954 MHz, 2P3/2 = 10.065 MHz
2S - 2P1/2 = 801.52 MHz = 3.3148 micro-eV
2P3/2 - 2P1/2 anomalous = 21.0192 MHz; with cube (wrong) 19.1083 MHz
```
